# Saturation Velocity from Optical-Phonon Streaming and the Johnson Product: a program that tests the result

```python
# Result under test: carriers accelerated freely from rest to the optical phonon
# energy and stopped by emission drift at v_s = sqrt(hbar*omega/(2 m)); a region
# of length L crossed at v_s with breakdown field E_c has V*f_T = E_c*v_s/(2 pi).
# Model: parabolic band, zero-temperature phonons, emission rate
#   W(E) = W0*sqrt(E/(hbar*omega) - 1) above threshold, zero below.
# Monte Carlo units: speed v0 = sqrt(2 hbar*omega/m), energy hbar*omega,
# time t0 = m*v0/(e*F). The only parameter is then G = W0*t0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

rng = np.random.default_rng(12345)


def integrated_rate(w, c, root_c, root_abs_c):
    """Odd antiderivative of sqrt(w^2-c), constant where w^2 < c."""
    a = np.maximum(np.abs(w), root_c)
    s = np.sqrt(np.maximum(a * a - c, 0.0))
    return np.sign(w) * 0.5 * (a * s - c * np.log((a + s) / root_abs_c))


def monte_carlo(G, burn, measure, forward=False, particles=1500):
    """Drift velocity (units v0) and time-averaged energy (units hbar*omega)."""
    energy = np.full(particles, 2.0 / G**2)  # initial condition only
    distance = duration = energy_time = 0.0
    for flight in range(burn + measure):
        if forward:
            cosine = np.ones(particles)
        else:
            cosine = rng.uniform(-1.0, 1.0, particles)
        start = np.sqrt(energy) * cosine
        transverse = energy * (1.0 - cosine**2)
        c = 1.0 - transverse
        root_c = np.sqrt(np.maximum(c, 0.0))
        root_abs_c = np.sqrt(np.abs(c)) + 1e-300
        target = integrated_rate(start, c, root_c, root_abs_c)
        target = target + rng.exponential(1.0, particles) / G
        low = start.copy()
        high = root_c + np.sqrt(2.0 * np.maximum(target, 0.0))
        for _ in range(26):
            middle = 0.5 * (low + high)
            below = integrated_rate(middle, c, root_c, root_abs_c) < target
            low = np.where(below, middle, low)
            high = np.where(below, high, middle)
        end = 0.5 * (low + high)
        if flight >= burn:
            distance += np.sum(end**2 - start**2) / 2.0
            duration += np.sum(end - start)
            energy_time += np.sum((end**3 - start**3) / 3.0
                                  + transverse * (end - start))
        energy = np.maximum(end**2 + transverse - 1.0, 0.0)
    return distance / duration, energy_time / duration


# ---- model parameters (SI) ----
phonon_energy = 0.100 * const.e
mass = 0.25 * const.m_e
W0 = 1.0e14
breakdown_field = 3.0e8
v0 = np.sqrt(2.0 * phonon_energy / mass)
v_s = np.sqrt(phonon_energy / (2.0 * mass))
v_hot = np.sqrt(8.0 * phonon_energy / (3.0 * np.pi * mass))
free_path = v0 / W0
crossover_field = W0 * mass * v0 / const.e
occupation = 1.0 / np.expm1(phonon_energy / (const.k * 300.0))

# ---- streaming limit and its leading corrections ----
G_iso = 300.0
v_iso, _ = monte_carlo(G_iso, 100, 200)
overshoot = gamma_function(5 / 3) * (3.0 / G_iso) ** (2 / 3)
v_iso_formula = (v_s / v0) * (1.0 - overshoot / 6.0)
assert abs(v_iso / v_iso_formula - 1.0) < 2e-3  # next order plus noise

G_forward = 1.0e6
v_forward, _ = monte_carlo(G_forward, 50, 150, forward=True)
v_forward_formula = (v_s / v0) * (
    1.0 + gamma_function(4 / 3) * (3.0 / G_forward) ** (1 / 3))
assert abs(v_forward / v_forward_formula - 1.0) < 2e-3

# ---- hot-carrier limit: second plateau and Maxwellian mean energy ----
G_hot = 0.15
v_hot_mc, energy_hot_mc = monte_carlo(G_hot, 900, 900)
temperature_hot = (2.0 / G_hot) ** 2 / 3.0  # e*F*lambda = 2/G in hbar*omega
# tolerances: finite-G corrections of a few percent and correlated sampling
assert abs(v_hot_mc / (v_hot / v0) - 1.0) < 0.05
assert abs(energy_hot_mc / (1.5 * temperature_hot) - 1.0) < 0.08

# ---- drift velocity against field for the example ----
fields = np.array([1e6, 3e6, 1e7, 3e7, 1e8, 3e8])
table = []
for field in fields:
    G = crossover_field / field
    burn = 500 if G < 0.3 else 150
    speed, mean_energy = monte_carlo(G, burn, burn)
    table.append((field, G, speed * v0, mean_energy * 0.100))
speeds = np.array([row[2] for row in table])
assert speeds.max() / speeds.min() < 1.6  # while the field grows 300-fold


# ---- cutoff frequency from the travelling current wave ----
def wave_average(phase):
    """Average over the region of exp(-i*phase*x/L), by quadrature."""
    real = quad(lambda u: np.cos(phase * u), 0, 1, epsabs=1e-13)[0]
    imag = -quad(lambda u: np.sin(phase * u), 0, 1, epsabs=1e-13)[0]
    return real + 1j * imag


def gate_gain(frequency, length):
    transit = length / v_s
    omega = 2 * np.pi * frequency
    stored_charge = transit * wave_average(omega * transit)
    return 1.0 / abs(1j * omega * stored_charge)


def collector_gain(frequency, length):
    induced = wave_average(2 * np.pi * frequency * length / v_s)
    return abs(induced) / abs(1.0 - induced)


johnson = breakdown_field * v_s / (2 * np.pi)
devices = []
for length in (100e-9, 400e-9):
    low_frequency = 1e-3 * v_s / length
    f_T = low_frequency * gate_gain(low_frequency, length)
    voltage = quad(lambda x: breakdown_field, 0, length)[0]
    assert abs(f_T * voltage / johnson - 1.0) < 1e-4
    f_collector = low_frequency * collector_gain(low_frequency, length)
    v_triangle = quad(lambda x: breakdown_field * (1 - x / length), 0, length)[0]
    assert abs(f_collector * v_triangle / johnson - 1.0) < 1e-4
    devices.append((length, voltage, f_T, f_collector, v_triangle))
L1, V1, f1, fc1, vt1 = devices[0]
f_unity = brentq(lambda f: gate_gain(f, L1) - 1.0, 0.5 * f1, 1.5 * f1)
assert abs(2 * np.pi * f_unity * L1 / v_s - np.pi / 3) < 1e-8

# ---- printed numbers ----
F_example = 3e6
print(f"phonon energy = {phonon_energy/const.e*1e3:.0f} meV")
print(f"effective mass = {mass/const.m_e:.2f} electron masses")
print(f"emission rate constant W0 = {W0:.1e} 1/s")
print(f"breakdown field = {breakdown_field/1e8:.1f} MV/cm")
print(f"phonon occupation at 300 K = {occupation:.4f}")
print(f"threshold speed v0 = {v0*100:.3e} cm/s")
print(f"streaming velocity v_s = {v_s*100:.3e} cm/s = {v_s:.3e} m/s")
print(f"hot plateau velocity = {v_hot*100:.3e} cm/s")
print(f"hot plateau / streaming velocity = {v_hot/v_s:.4f}")
print(f"acceleration time at 30 kV/cm = {mass*v0/(const.e*F_example)*1e12:.4f} ps")
print(f"acceleration length at 30 kV/cm = {phonon_energy/(const.e*F_example)*1e9:.2f} nm")
print(f"mean free path v0/W0 = {free_path*1e9:.3f} nm")
print(f"field where G = 1: {crossover_field/1e5:.1f} kV/cm")
print(f"isotropic test, G = {G_iso:.0f}: mean overshoot = {overshoot:.4f} phonon energies")
print(f"  v/v0 Monte Carlo = {v_iso:.4f}, formula = {v_iso_formula:.4f}")
print(f"forward test, G = {G_forward:.0e}:")
print(f"  v/v0 Monte Carlo = {v_forward:.4f}, formula = {v_forward_formula:.4f}")
print(f"hot test, G = {G_hot:.2f}:")
print(f"  v/v0 Monte Carlo = {v_hot_mc:.3f}, formula = {v_hot/v0:.3f}")
print(f"  mean energy Monte Carlo = {energy_hot_mc:.1f}, "
      f"formula = {1.5*temperature_hot:.1f} phonon energies")
print("Monte Carlo: field kV/cm, G, velocity cm/s, v/v_s, mean energy eV")
for field, G, speed, mean_energy in table:
    print(f"  {field/1e5:6.0f} {G:8.3f} {speed*100:.3e} {speed/v_s:.3f} {mean_energy:.3f}")
print(f"largest / smallest velocity in table = {speeds.max()/speeds.min():.3f}")
kTe = (const.e * breakdown_field * free_path) ** 2 / (3 * phonon_energy)
print(f"hot-limit kT_e at breakdown field = {kTe/const.e:.2f} eV")
for length, voltage, f_T, _, _ in devices:
    print(f"L = {length*1e9:.0f} nm: transit time = {length/v_s*1e12:.3f} ps, "
          f"V = {voltage:.1f} V, f_T = {f_T/1e9:.1f} GHz")
print(f"Johnson product = {johnson/1e12:.3f} THz V = {johnson:.3e} V/s")
print(f"product with hot plateau velocity = {johnson*v_hot/v_s/1e12:.3f} THz V")
print(f"true unity-gain frequency, 100 nm = {f_unity/1e9:.1f} GHz")
print(f"true unity-gain / extrapolated f_T = {f_unity/f1:.4f}")
print(f"planar collector, 100 nm: f_T = {fc1/1e9:.1f} GHz")
print(f"triangular-field voltage, 100 nm = {vt1:.1f} V")
print(f"collector product, triangular field = {fc1*vt1/1e12:.3f} THz V")
print(f"collector product, uniform field = {fc1*V1/1e12:.3f} THz V")
print("checks complete")
```

Running it gives:

```
phonon energy = 100 meV
effective mass = 0.25 electron masses
emission rate constant W0 = 1.0e+14 1/s
breakdown field = 3.0 MV/cm
phonon occupation at 300 K = 0.0213
threshold speed v0 = 3.751e+07 cm/s
streaming velocity v_s = 1.876e+07 cm/s = 1.876e+05 m/s
hot plateau velocity = 2.444e+07 cm/s
hot plateau / streaming velocity = 1.3029
acceleration time at 30 kV/cm = 0.1777 ps
acceleration length at 30 kV/cm = 33.33 nm
mean free path v0/W0 = 3.751 nm
field where G = 1: 533.2 kV/cm
isotropic test, G = 300: mean overshoot = 0.0419 phonon energies
  v/v0 Monte Carlo = 0.4966, formula = 0.4965
forward test, G = 1e+06:
  v/v0 Monte Carlo = 0.5065, formula = 0.5064
hot test, G = 0.15:
  v/v0 Monte Carlo = 0.652, formula = 0.651
  mean energy Monte Carlo = 90.7, formula = 88.9 phonon energies
Monte Carlo: field kV/cm, G, velocity cm/s, v/v_s, mean energy eV
      10   53.318 1.837e+07 0.980 0.044
      30   17.773 1.814e+07 0.967 0.055
     100    5.332 1.867e+07 0.995 0.081
     300    1.777 2.088e+07 1.113 0.163
    1000    0.533 2.364e+07 1.260 0.828
    3000    0.178 2.423e+07 1.292 6.417
largest / smallest velocity in table = 1.336
hot-limit kT_e at breakdown field = 4.22 eV
L = 100 nm: transit time = 0.533 ps, V = 30.0 V, f_T = 298.5 GHz
L = 400 nm: transit time = 2.133 ps, V = 120.0 V, f_T = 74.6 GHz
Johnson product = 8.955 THz V = 8.955e+12 V/s
product with hot plateau velocity = 11.668 THz V
true unity-gain frequency, 100 nm = 312.6 GHz
true unity-gain / extrapolated f_T = 1.0472
planar collector, 100 nm: f_T = 597.0 GHz
triangular-field voltage, 100 nm = 15.0 V
collector product, triangular field = 8.955 THz V
collector product, uniform field = 17.910 THz V
checks complete
```
